# Why a k mesh converged for parallel tunneling can fail for antiparallel

A computed tunnel junction can have a parallel conductance correct to 0.2 % and an antiparallel conductance nine times too small, both from the same mesh of transverse wave vectors. The magnetoresistance ratio is then wrong by the same factor of nine, although the convergence study made on the parallel state showed nothing amiss. In the model worked out below, this happens on a 16 × 16 mesh.

## The belief and its appeal

The belief is this: once the parallel conductance no longer changes with the k mesh, the same mesh may be used for the antiparallel state. There are sensible reasons for it. Both states have the same barrier, the same Brillouin zone and the same two electrodes; only the magnetization of one electrode is reversed. The parallel state even contains both spin species, so any sharp feature of the minority electrons is already present in it.

The last observation is correct, but a feature can be present in a sum without being visible in it. If the minority channel supplies a very small part of the parallel conductance, it may be badly wrong there and do no harm. In the antiparallel state the same feature can carry nearly everything. What follows shows that this can happen, and when. It does not say that it must happen in every junction.

## A junction that can be solved

Take a symmetric junction with a square in-plane lattice of constant 1, at zero temperature and vanishing bias, without disorder or spin-orbit coupling. The transverse wave vector $\mathbf k=(k_x,k_y)$, in radians, is then conserved, and so is spin. With angle brackets for the average over the Brillouin zone, M for majority and m for minority, the conductances in units of $e^2/h$ per in-plane cell are

$$G_P=\langle T_{MM}\rangle+\langle T_{mm}\rangle,\qquad G_{AP}=2\langle T_{Mm}\rangle .$$

The factor 2 arises because each spin is majority on one side and minority on the other, and the two transmissions are equal by symmetry.

For each $\mathbf k$ the junction is a chain: lead, interface orbital, $n$ barrier sites, interface orbital, lead. Hopping elements are $-t$ inside leads and barrier, $-v$ between lead and interface orbital, and $-u$ between interface orbital and barrier. The Fermi energy is zero, at the center of the lead band. The barrier level is

$$U(\mathbf k)=U_0+w(2-\cos k_x-\cos k_y).$$

Let $a$ and $b$ be the amplitudes on the left and right interface orbitals. Inside the barrier $U\psi_j=t(\psi_{j-1}+\psi_{j+1})$. This also holds at the two end sites if we define $\psi_0=u_La/t$ and $\psi_{n+1}=u_Rb/t$. With $U=2t\cosh\kappa$ the solution having these end values is

$$\psi_j=\frac{\psi_0\sinh[(n+1-j)\kappa]+\psi_{n+1}\sinh(j\kappa)}{\sinh[(n+1)\kappa]} .$$

The left orbital obeys $0=\varepsilon_La-v_L\phi_0-u_L\psi_1$, where $\phi_0$ is the amplitude on the last lead site. Inserting $\psi_1$ gives

$$(\varepsilon_L+\lambda_L)a+\tau b=v_L\phi_0,$$

$$\lambda=-\frac{u^2\sinh(n\kappa)}{t\sinh[(n+1)\kappa]},\qquad \tau=-u_Lu_RS,\qquad S=\frac{\sinh\kappa}{t\sinh[(n+1)\kappa]} .$$

The barrier has been replaced by a level shift $\lambda$ and a weak direct coupling $\tau$.

At the band center a lead wave gains a factor $i$ per site. On the left, $\phi_j=i^{\,j}+r\,i^{-j}$ for $j\le0$. The equation of the last lead site, $t\phi_{-1}+v_La=0$, reads $t(-i+ir)+v_La=0$, so $r=1+iv_La/t$ and

$$v_L\phi_0=v_L(1+r)=2v_L+i\gamma_La,\qquad \gamma=v^2/t .$$

On the right there is only an outgoing wave $s\,i^{\,j}$ with $j\ge0$. Its first site gives $its+v_Rb=0$, hence $s=iv_Rb/t$ and $v_Rs=i\gamma_Rb$. With $D=-\varepsilon-\lambda+i\gamma$ the two orbital equations become

$$-D_La+\tau b=2v_L,\qquad \tau a-D_Rb=0 .$$

The second gives $a=D_Rb/\tau$, and the first then gives $b=-2v_L\tau/(D_LD_R-\tau^2)$. The lead velocities are equal, so the transmission is $T=|s|^2=v_R^2|b|^2/t^2$:

$$T=\frac{4\gamma_L\gamma_R\,\tau^2}{|D_LD_R-\tau^2|^2}.$$

A direct site-by-site solution of the scattering problem, tested on and off resonance, agrees with this formula.

For majority electrons the interface orbital is an ordinary lead site: $\varepsilon=0$, $u=v=t$, $\gamma=t$. For minority electrons it is a weakly attached interface state with small $\gamma$ and $u$, and with the band

$$\varepsilon(\mathbf k)=W\left[(\cos k_x-\cos k_0)^2+(\cos k_y-\cos k_0)^2\right].$$

This band has the symmetry of the square lattice and four minima at $(\pm k_0,\pm k_0)$, away from the zone center.

## A small share can matter

When tunneling is weak, $\tau^2$ may be dropped beside $D_LD_R$. The transmission then separates into a barrier factor and one factor for each electrode:

$$T_{\sigma\sigma'}\simeq4S^2A_\sigma A_{\sigma'},\qquad A_\sigma=\frac{u_\sigma^2\gamma_\sigma}{|D_\sigma|^2}.$$

Therefore $T_{Mm}\simeq\sqrt{T_{MM}T_{mm}}$ at each $\mathbf k$. The Cauchy–Schwarz inequality for the average of a product gives

$$G_{AP}\le2\sqrt{\langle T_{MM}\rangle\langle T_{mm}\rangle}=2\sqrt{p(1-p)}\;G_P,$$

where $p=\langle T_{mm}\rangle/G_P$ is the minority share of the parallel conductance. The square root is the point. A share $p=0.2\,\%$ can be ignored in $G_P$, yet it permits an antiparallel conductance of up to $2\sqrt{0.002}\approx9\,\%$ of $G_P$. The bound gives permission, not a value: it is nearly reached only if both channels have nearly the same distribution over the zone.

## What the hot spots carry

Near a minimum write $\mathbf k=(k_0,k_0)+\mathbf q$. To first order $\cos k_x-\cos k_0\simeq-q_x\sin k_0$, and likewise for $y$, so

$$\varepsilon\simeq\alpha q^2,\quad\alpha=W\sin^2k_0,\qquad |D_m|^2\simeq(\alpha q^2-\delta)^2+\gamma^2,$$

with $\delta=-\lambda>0$ taken at the spot. The barrier lowers the interface level by $\delta$, so the resonance condition $\alpha q^2=\delta$ is met on a small ring. If all other factors are held at their values at the spot,

$$T_{Mm}\simeq C\,\frac{\gamma}{(\alpha q^2-\delta)^2+\gamma^2},\qquad C=4S^2A_Mu^2 .$$

With $x=q^2$ and $d^2q\to\pi\,dx$, the area under the profile is

$$\int\! d^2q\,\frac{\gamma}{(\alpha q^2-\delta)^2+\gamma^2}=\frac{\pi}{\alpha}\left[\frac{\pi}{2}+\arctan\frac{\delta}{\gamma}\right].$$

Four spots, a zone area $4\pi^2$ and two spins give

$$G_{AP}\simeq\frac{2C}{\pi\alpha}\left[\frac{\pi}{2}+\arctan\frac{\delta}{\gamma}\right].$$

In the parallel minority channel the resonance occurs at both interfaces, and the profile is squared. The substitution $y=(\alpha x-\delta)/\gamma$ and the integral $\int dy/(1+y^2)^2=\tfrac12[\arctan y+y/(1+y^2)]$ lead to

$$\langle T_{mm}\rangle\simeq\frac{2S^2u^4}{\pi\alpha\gamma}\left[\frac{\pi}{2}+\arctan\frac{\delta}{\gamma}+\frac{\delta\gamma}{\delta^2+\gamma^2}\right].$$

The two results scale differently: apart from the brackets, the antiparallel one goes as $u^2$ and the parallel minority one as $u^4/\gamma$. If $\gamma$ is reduced at fixed $u$, the minority share of $G_P$ grows, as long as $|\tau|\ll\gamma$. Once that share is no longer small, the parallel state needs the fine mesh too, but it need not give a warning. With the parameters used below, except for $\gamma=0.05$ meV, the share is 5.1 %. The meshes $N=16$, 20, 24 and 28 all miss it: the parallel value is 5.1 % too low on each of them and looks converged. The case studied here, a nearly correct parallel value beside a wrong antiparallel one, calls for a resonance that is narrow but modest in the parallel sum.

## The error of a uniform mesh

Expand a periodic function as $f(\mathbf k)=\sum_{\mathbf R}c_{\mathbf R}e^{-i\mathbf R\cdot\mathbf k}$ with integer vectors $\mathbf R$. On an $N\times N$ mesh that contains the zone center, the average of $e^{-i\mathbf R\cdot\mathbf k}$ is 1 if both components of $\mathbf R$ are multiples of $N$, and 0 otherwise. Hence

$$\langle f\rangle_N=\sum_{X,Y}c_{N(X,Y)} .$$

The term $X=Y=0$ is the true average; all others are error. A mesh converges when $N$ exceeds the range of the Fourier coefficients, and that range is the inverse of the sharpest scale in $f$.

For the majority channel the scale is set by the barrier. Near the center $U\simeq U_0+wk^2/2$, and $dU=2t\sinh\kappa\,d\kappa$, so $\kappa\simeq\kappa_0+wk^2/(4t\sinh\kappa_0)$. Since $S^2$ falls roughly as $e^{-2n\kappa}$, we have $T_{MM}\propto e^{-\beta k^2}$ with $\beta=nw/(2t\sinh\kappa_0)$. The coefficients then fall as $e^{-R^2/4\beta}$. For the parameters used below, $\cosh\kappa_0=1.5$, $\sinh\kappa_0=1.118$ and $\beta=2.7$ (the full transmission, whose prefactors also vary with $\kappa$, has $\beta\approx2.4$ at the center). At $N=12$ this Gaussian form gives an error term of order $10^{-6}$ relative to the average, whereas the actual majority error there is about $10^{-4}$. The form is only a rough guide, because it was derived near the zone center and need not hold far out in the tail of the coefficients. The direct test is that on the meshes from $N=16$ to $N=32$ used below the majority average lies within 0.1 % of its reference value.

For a hot spot, define $z^2=(\delta+i\gamma)/\alpha$ with $\mathrm{Im}\,z>0$. Then

$$\frac{\gamma}{(\alpha q^2-\delta)^2+\gamma^2}=\frac1\alpha\,\mathrm{Im}\,\frac{1}{q^2-z^2}.$$

The transform of $1/(q^2+m^2)$ is needed. For $\mathrm{Re}\,m^2>0$ write it as $\int_0^\infty ds\,e^{-s(q^2+m^2)}$ and do the Gaussian integral over $\mathbf q$:

$$\int\! d^2q\,\frac{e^{i\mathbf q\cdot\mathbf R}}{q^2+m^2}=\pi\int_0^\infty\frac{ds}{s}\,e^{-sm^2-R^2/4s}=2\pi K_0(mR).$$

The last step is an integral representation of the modified Bessel function $K_0$. Both ends are analytic for $\mathrm{Re}\,m>0$, so we may set $m=-iz$, whose real part is $\mathrm{Im}\,z$. The transform of the spot is therefore $(2\pi/\alpha)\,\mathrm{Im}\,K_0(-izR)$. For $R\to0$, $K_0(mR)\simeq-\ln(mR)+\text{real constant}$, with imaginary part $-\arg m=\pi/2-\arg z$. This equals

$$\theta=\frac12\left[\frac{\pi}{2}+\arctan\frac{\delta}{\gamma}\right],$$

which returns the area found before.

A spot centered at $(\pm k_0,\pm k_0)$ adds a phase $e^{iN(\pm k_0X\pm k_0Y)}$. Averaged over the four spots, the phases become a product of cosines. The mesh error relative to the true $G_{AP}$ is

$$\frac{\Delta G_{AP}}{G_{AP}}\simeq\sum_{(X,Y)\ne0}\cos(Nk_0X)\cos(Nk_0Y)\,\frac{\mathrm{Im}\,K_0\!\left(-izN\sqrt{X^2+Y^2}\right)}{\theta}.$$

This is the leading form for a narrow spot, since it neglects the variation of the barrier factor across the spot. At large argument $K_0$ brings the factor $e^{-N\,\mathrm{Im}\,z}$. The narrowness of the resonance, through $\mathrm{Im}\,z$, sets how large $N$ must be. The displacement $k_0$ enters through the cosines, which depend on where the mesh points lie relative to the spots. The sign of the error depends on these cosines and also on the Bessel factor, which itself changes sign as $N$ grows. A mesh with a point on every spot can therefore still give too small a value.

## The numbers

Take $t=1$ eV, $n=6$, $U_0=3$ eV, $w=1$ eV, $k_0=1$ rad, $W=0.5$ eV, and for the minority orbital $\gamma=1$ meV and $u=0.04$ eV. These are round model parameters. They give $\alpha=0.354$ eV/rad², $\delta=0.439$ meV and $\mathrm{Im}\,z=0.0304$ rad, so the error decays on the scale $1/\mathrm{Im}\,z\approx33$ in $N$.

The two states draw their current from different parts of the zone. $T_{MM}$ is $2.1\times10^{-5}$ at the center and 40 times smaller at the hot spot. $T_{Mm}$ is $8.9\times10^{-10}$ at the center and $7.8\times10^{-7}$ at the hot spot, nearly 900 times larger. Extra points near the center, where the parallel current is strongest, would thus be spent in the wrong place.

A Gauss quadrature refined around the hot spots, tested against a uniform 800 × 800 mesh, gives the reference values

- $G_P=8.501\times10^{-7}\,e^2/h$, or $3.29\times10^{-11}$ S per cell;
- $G_{AP}=3.644\times10^{-9}\,e^2/h$, or $1.41\times10^{-13}$ S per cell;
- $(G_P-G_{AP})/G_{AP}=232$.

So large a ratio belongs to this ideal coherent model and is no forecast for a device. The minority share of $G_P$ is 0.20 %. The Cauchy–Schwarz bound on $G_{AP}$ is $7.6\times10^{-8}\,e^2/h$, about 21 times the actual value.

The area formula can be checked by hand. From the hot-spot transmission, $C=T_{Mm}(\delta^2+\gamma^2)/\gamma=7.758\times10^{-7}\times1.193$ meV $=9.25\times10^{-10}$ eV. The bracket is $1.571+0.414=1.985$, so

$$G_{AP}\simeq\frac{2\times9.25\times10^{-10}\times1.985}{\pi\times0.354}=3.30\times10^{-9}.$$

This is 9 % below the reference. Four small spots account for most of the antiparallel conductance; the estimate omits the variation of the barrier factor and the true shape of the band away from the minima.

On uniform meshes, with errors relative to the reference, one finds

| $N$ | P error (%) | AP error (%) | $(G_P-G_{AP})/G_{AP}$ |
|---:|---:|---:|---:|
| 16 | −0.20 | −89 | 2088 |
| 20 | −0.06 | +74 | 133 |
| 24 | −0.03 | +23 | 188 |
| 28 | −0.20 | −74 | 902 |
| 32 | +0.54 | +124 | 104 |
| 64 | −0.00 | −7 | 250 |
| 96 | 0.00 | −0.00 | 232 |
| 160 | −0.01 | −1.2 | 235 |

From $N=20$ to $N=24$ the parallel conductance changes by 0.02 %, which would satisfy a convergence criterion of 0.1 %, while the antiparallel one falls by 29 %. In a scan in steps of 4 up to $N=320$, the parallel value stays within 1 % from $N=8$ on, the first mesh tried. The antiparallel value does so only from $N=164$, about five decay lengths $1/\mathrm{Im}\,z$. In mesh points this is $164^2/8^2\approx420$ times as many. The parallel value at $N=8$ is helped by a partial cancellation, since the majority average is 1.1 % too high while the minority share is missing. Counted from $N=12$, the factor is still about 190. These factors depend on the step of 4. If every $N$ is tried, the parallel error is 4.2 % at $N=13$ and 1.4 % at $N=19$, where a mesh point falls close to each spot. The parallel value then stays within 1 % from $N=20$ and the antiparallel one from $N=162$, a factor of about 66 in mesh points.

The signs at $N=16$ and $N=32$ can be read from the positions of the points. At $N=16$ the coordinates nearest to 1 rad are 0.785 and 1.178, both far outside a spot whose resonant ring has radius $\sqrt{\delta/\alpha}=0.035$ rad. The spots are missed. At $N=32$ there is a point at 0.982 in each direction, only 0.026 rad from the spot center, and it stands for a mesh cell of 0.039 rad², more than twice the effective area of the spot (the integral of its profile divided by the peak value). The spots are overcounted. The nearest point alone does not always settle the sign: $N=64$ has the same point at 0.982, with a cell four times smaller, and its error is −7 %.

The parallel values carry a faint trace of the same failure. At $N=16$ the error of $-0.20\,\%$ equals the entire minority share: that channel has practically vanished from the sum. At $N=32$ the parallel error is $4.6\times10^{-9}\,e^2/h$. The majority average is tested to be within 0.1 % there, which accounts for at most $0.85\times10^{-9}$. The minority channel is therefore too large by at least $3.8\times10^{-9}$, more than twice its true value of $1.7\times10^{-9}$, and the total hides it.

The row $N=96$ is a warning of another kind. Its antiparallel error is practically zero, yet at $N=160$ it is again above 1 %. An error that changes sign can pass close to zero at one mesh, so one good value is not convergence.

## The narrow limit and the broad one

For the parameters above, the mesh-error formula is only a rough guide. At $N=20$ it gives +25 % where the actual error is +74 %, and at $N=24$ it gives +75 % instead of +23 %. It neglects the variation of the barrier factor, which favors a mesh point on the side of the zone center (0.942 rad at $N=20$) over one beyond the spot (1.047 rad at $N=24$). This is the larger part of the gap. The rest comes from the departure of the band from a parabola: with the barrier held at its value at the spot but the true band kept, the two errors are +33 % and +66 %. The formula should improve as the spots shrink. Divide $\gamma$ by 100 and $u$ by 10. Then $\delta\propto u^2$ also falls by 100, $z$ falls by 10, and the decay scale in $N$ grows to about 330. The area formula is now within 0.2 % of the quadrature, and the antiparallel errors compare as follows:

| $N$ | actual error (%) | formula (%) |
|---:|---:|---:|
| 200 | +60.9 | +67.0 |
| 320 | +106.5 | +108.1 |
| 480 | −33.3 | −34.0 |
| 640 | −13.2 | −13.3 |

Even a 320 × 320 mesh is wrong by a factor of two here. With $u^2\propto\gamma$ the required $N$ grows as $1/\sqrt\gamma$. At fixed $u$ it grows faster: for $\gamma\ll\delta$ the root is $z\simeq\sqrt{\delta/\alpha}\,(1+i\gamma/2\delta)$, so $\mathrm{Im}\,z$ is proportional to $\gamma$ itself.

In the opposite case, a width $\gamma=0.1$ eV at the same $k_0$ and $u$, the antiparallel error at $N=24$ drops from 23 % to 0.0003 %. For every $N$ from 12 to 20 it is below 0.4 % in size (the largest is −0.36 % at $N=13$); at $N=8$ to 10 it is still between 1 and 2 %. The displaced position alone thus does little damage, and for a resonance this broad the belief holds to that accuracy on these meshes.

## What to converge instead

The quantity to converge is each spin channel in each magnetic state, not the parallel total. Here $\langle T_{mm}\rangle$, looked at separately, would have exposed the coarse meshes.

A cheap second check is to shift the mesh by half a step in both directions. In the Fourier sum this multiplies each term by $(-1)^{X+Y}$, so the nearest error terms, with $(X,Y)=(\pm1,0)$ and $(0,\pm1)$, change sign while the true average stays. At $N=24$ the shift changes $G_P$ by $-0.16\,\%$ and $G_{AP}$ by $-67\,\%$. At $N=16$ it puts a point at 0.982 rad, close to each spot, and even $G_P$ moves by $+3.0\,\%$, so there the parallel state alone would have given a warning. A large change proves that at least one of the two meshes is wrong, so this spacing cannot be trusted. A small one is weaker evidence, because error terms with even $X+Y$ are the same on both meshes and do not show up in the change.

Once the hot spots are located, points are best added around them, as in the reference quadrature. In this model even a coarse map of $T_{Mm}(\mathbf k)$ points to them: on the 16 × 16 mesh its largest value lies at $|k_x|=|k_y|=0.785$ rad, next to the spots on the side of the zone center. The resonance has broad tails, and the barrier favors that side. Resolving their shape takes a spacing smaller than their width. The interface band itself is another guide, since it shows where a state comes close to the Fermi energy. The remaining values are in the numerical output.

## Table of computed values

```
t = 1.0 eV, barrier layers = 6
barrier level at center = 3.0 eV
barrier dispersion parameter = 1.0 eV
k0 = 1.0 rad, W = 0.50 eV, alpha = 0.3540 eV/rad^2
minority gamma = 1.00 meV, u = 0.040 eV
delta = 0.4390 meV
z = 0.04650 + 0.03037 i rad, 1/Im z = 32.93
T_MM, T_mm, T_Mm at center: 2.143e-05, 3.655e-14, 8.851e-10
T_MM, T_mm, T_Mm at hot spot: 5.378e-07, 1.119e-06, 7.758e-07
largest factorization deviation = 9.08e-06
reference <T_MM>, <T_mm>, <T_Mm>: 8.4834e-07, 1.7148e-09, 1.8220e-09
reference G_P = 8.50051e-07 e^2/h = 3.2931e-11 S per cell
reference G_AP = 3.64399e-09 e^2/h = 1.4117e-13 S per cell
minority share of G_P = 0.2017 %
Cauchy-Schwarz bound on G_AP = 7.6281e-08 e^2/h
reference (G_P-G_AP)/G_AP = 232.28
N, G_P (e^2/h), error %, G_AP (e^2/h), error %, (G_P-G_AP)/G_AP
  12 8.54104e-07    0.477 1.63541e-08   348.80     51.23
  16 8.48337e-07   -0.202 4.06037e-10   -88.86   2088.31
  20 8.49567e-07   -0.057 6.34709e-09    74.18    132.85
  24 8.49759e-07   -0.034 4.49162e-09    23.26    188.19
  28 8.48348e-07   -0.200 9.39157e-10   -74.23    902.31
  32 8.54682e-07    0.545 8.17603e-09   124.37    103.54
  48 8.48793e-07   -0.148 2.54649e-09   -30.12    332.32
  64 8.50037e-07   -0.002 3.38736e-09    -7.04    249.94
  96 8.50055e-07    0.000 3.64383e-09    -0.00    232.29
 128 8.50088e-07    0.004 3.63295e-09    -0.30    232.99
 160 8.49960e-07   -0.011 3.60094e-09    -1.18    235.04
 200 8.50053e-07    0.000 3.64324e-09    -0.02    232.32
 240 8.50046e-07   -0.001 3.64277e-09    -0.03    232.35
P stays within 1 % from N = 8 (scan step 4, up to 320)
AP stays within 1 % from N = 164 (same scan)
half-step shift at N = 24: P -0.161 %, AP -67.35 %
AP error at N = 24 with gamma = 0.1 eV: 0.0003 %
hot-spot estimate of G_AP = 3.3016e-09 e^2/h, error -9.40 %
narrow case gamma = 0.010 meV, u = 0.0040 eV
narrow case hot-spot estimate error = -0.152 %
narrow case: N, actual AP error %, predicted AP error %
 200     60.90     66.97
 320    106.50    108.13
 480    -33.33    -33.97
 640    -13.22    -13.26
```
